\section*{Non-uniqueness of spin separation: a transverse projector term at order c^-4, part 1}

(Sections cited here and not found follow in the second part.)

\section{The two scalar equations and their operator difference}

\subsection{Definitions and conventions}

Hartree atomic units are used, $\hbar=m=e=1$, and $c$ is the speed of light. The energy $E$ is counted from the rest energy. The momentum is $\mathbf p=-i\nabla$, the kinetic energy is $T=p^2/2$, and repeated Cartesian indices are summed. One electron moves in a real local potential $V(\mathbf r)$ with no vector potential. The Dirac equation for the two-component spinors $\psi^L,\psi^S$ is
\begin{align}
(V-E)\psi^L+c\,\boldsymbol\sigma\cdot\mathbf p\,\psi^S&=0,\label{d1}\\
c\,\boldsymbol\sigma\cdot\mathbf p\,\psi^L+(V-E-2c^2)\psi^S&=0.\label{d2}
\end{align}
Three multiplication operators recur:
\begin{equation}
W=\frac{E-V}{2c^2},\qquad A=1+W,\qquad K=\frac{c^2}{2c^2+E-V}=\frac{1}{2A}.
\end{equation}
The assumptions of this part are the following.
\begin{itemize}
\item[(a)] $V$ is bounded, and $A\ge a_0>0$ for a constant $a_0$. Then $A$ and $A^{-1}$ are bounded and positive. The Coulomb potential violates boundedness and is treated in the second part.
\item[(b)] $p^2$ has no null vector. On $L^2(\mathbb R^3)$ the operators $|p|$ and $p^{-2}$ multiply the Fourier amplitude by $|\mathbf k|$ and $1/k^2$, and the point $\mathbf k=0$ has measure zero. In a finite plane-wave basis $\mathbf k=0$ is excluded, $V$ is a Hermitian matrix and $A^{-1}$ is the matrix inverse.
\end{itemize}
Kinetic operators are understood as quadratic forms on functions with $\langle\psi|p^2|\psi\rangle<\infty$.

The map $U$ from scalar functions to vector fields is $(U\chi)_i=p_i|p|^{-1}\chi$, which in Fourier space is multiplication by the unit vector $\hat{\mathbf k}$. Its adjoint is $U^\dagger\mathbf F=|p|^{-1}p_iF_i$, and $U^\dagger U=p_ip_i/p^2=1$. The longitudinal and transverse projectors are
\begin{equation}
(P_\parallel)_{ij}=(UU^\dagger)_{ij}=\frac{p_ip_j}{p^2},\qquad (P_\perp)_{ij}=\delta_{ij}-\frac{p_ip_j}{p^2}.
\end{equation}
Both are Hermitian and idempotent because $U^\dagger U=1$, and $P_\perp U=U-UU^\dagger U=0$. Since $\mathbf p=U|p|$, this gives $P_\perp\mathbf p=0$: the transverse projector annihilates gradients. On vector fields $V$, $W$ and $A$ multiply each Cartesian component.

The Pauli identity $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ gives, for a spin-independent operator $f$,
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,f\,\boldsymbol\sigma\cdot\mathbf p=p_ifp_i+i\sigma_kB_k[f],\qquad B_k[f]=\epsilon_{kij}\,p_ifp_j.\label{pauli}
\end{equation}
For $f=1$ the operator $B_k$ vanishes because the $p_i$ commute, so $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$ and $(\boldsymbol\sigma\cdot\mathbf p)^{-1}=\boldsymbol\sigma\cdot\mathbf p/p^2$. Spin separation means dropping the term $i\sigma_kB_k[f]$, which is the same as applying the spin average $\tfrac12\mathrm{tr}_\sigma$ to the left side of (\ref{pauli}), since the Pauli matrices are traceless.

\paragraph{Definition 1 (scalar eliminated equation, ESC).} Equation (\ref{d2}) gives $\psi^S=c\,(2c^2+E-V)^{-1}\boldsymbol\sigma\cdot\mathbf p\,\psi^L$. Insertion into (\ref{d1}) gives $[V+\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p]\psi^L=E\psi^L$. Dropping the spin term with $f=K$ leaves
\begin{equation}
[V+T_{\rm esc}(E)]\psi=E\psi,\qquad T_{\rm esc}=p_iKp_i=\tfrac12\,p_iA^{-1}p_i.\label{esc}
\end{equation}

\paragraph{Definition 2 (spin-free modified Dirac equation, SFMD).} The pseudo-large component $\phi^L$ is defined by $\psi^S=\boldsymbol\sigma\cdot\mathbf p\,\phi^L/2c$, which loses nothing because $\boldsymbol\sigma\cdot\mathbf p$ is invertible. In (\ref{d1}) the coupling term becomes $c\,p^2\phi^L/2c=T\phi^L$. Equation (\ref{d2}) is multiplied from the left by $\boldsymbol\sigma\cdot\mathbf p/2c$. Its first term becomes $T\psi^L$, and its second becomes $\boldsymbol\sigma\cdot\mathbf p\,(V-E-2c^2)\,\boldsymbol\sigma\cdot\mathbf p\,\phi^L/4c^2$, in which $-2c^2p^2/4c^2=-T$ and $-Ep^2/4c^2=-ET/2c^2$. The result is the modified Dirac equation,
\begin{align}
V\psi^L+T\phi^L&=E\psi^L,\\
T\psi^L+\Big[\frac{\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p}{4c^2}-T\Big]\phi^L&=\frac{E}{2c^2}T\phi^L.\label{md2}
\end{align}
Dropping the spin term with $f=V$ leaves
\begin{equation}
V\psi+T\phi=E\psi,\qquad T\psi+\Big[\frac{p_iVp_i}{4c^2}-T\Big]\phi=\frac{E}{2c^2}T\phi.\label{sfmd}
\end{equation}

\paragraph{Lemma 1.} Equations (\ref{sfmd}) are equivalent to
\begin{equation}
[V+T_{\rm mod}(E)]\psi=E\psi,\qquad T_{\rm mod}=\tfrac12\,p^2\,[p_iAp_i]^{-1}p^2,\qquad \phi=[p_iAp_i]^{-1}p^2\psi.\label{mod}
\end{equation}
With spin retained, the same elimination returns $\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p$.

\paragraph{Proof.} Collecting the $\phi$ terms of the second equation on the right gives
\begin{equation}
T\psi=\Big[\tfrac12p_ip_i+\frac{p_i(E-V)p_i}{4c^2}\Big]\phi=\tfrac12\,p_iAp_i\,\phi .
\end{equation}
The operator $p_iAp_i\ge a_0p^2$ has no null vector, so $\phi=[p_iAp_i]^{-1}p^2\psi$, and $T\phi=T_{\rm mod}\psi$ in the first equation. With spin retained, (\ref{md2}) reads $p^2\psi^L=\boldsymbol\sigma\cdot\mathbf p\,A\,\boldsymbol\sigma\cdot\mathbf p\,\phi^L$. The product on the right has three invertible factors, so
\begin{equation}
\tfrac12p^2[\boldsymbol\sigma\cdot\mathbf p\,A\,\boldsymbol\sigma\cdot\mathbf p]^{-1}p^2=\tfrac12p^2\,\frac{\boldsymbol\sigma\cdot\mathbf p}{p^2}A^{-1}\frac{\boldsymbol\sigma\cdot\mathbf p}{p^2}\,p^2=\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p.\label{full}
\end{equation}
This completes the proof.

The two parent equations are therefore the same equation for $\psi^L$. The scalar product $p_iAp_i=|p|U^\dagger AU|p|$ does not factor into invertible pieces, because $U$ maps one function to three and $UU^\dagger\ne1$. ESC takes the spin average after the inversion in (\ref{full}), and SFMD takes it before.

\subsection{The theorem}

\paragraph{Theorem.} Let (a) and (b) hold, let $D(E)=T_{\rm esc}(E)-T_{\rm mod}(E)$, and let $w=\sup|E-V|/2c^2$.
\begin{itemize}
\item[(i)] If $w<1$, then $D=\Delta+R$ with
\begin{equation}
\Delta=\frac{1}{8c^4}\,p_iV\,(P_\perp)_{ij}\,Vp_j,\qquad |\langle\psi|R|\psi\rangle|\le\frac{w^3}{1-w}\langle\psi|p^2|\psi\rangle.\label{main}
\end{equation}
The orders $c^0$ and $c^{-2}$ of the two operators agree, $\Delta$ does not depend on $E$, and $R=O(c^{-6})$.
\item[(ii)] $D\ge0$ without expansion in $1/c$, and $D\psi=0$ if and only if $P_\perp V\mathbf p\,\phi=0$ for the $\phi$ that (\ref{mod}) assigns to $\psi$.
\item[(iii)] $\Delta=(8c^4)^{-1}B_k^\dagger\,p^{-2}B_k$ with $\mathbf B=\mathbf B[V]$, and for differentiable $V$, $\mathbf B=-i\nabla V\times\mathbf p$.
\item[(iv)] Discrete levels numbered by the min-max principle obey $E_{\rm esc}\ge E_{\rm mod}$. For a level whose nonrelativistic limit $\psi_0$ is normalized, isolated and nondegenerate within its symmetry class,
\begin{equation}
E_{\rm esc}-E_{\rm mod}=\langle\psi_0|\Delta|\psi_0\rangle+O(c^{-6}).\label{shift}
\end{equation}
\end{itemize}

\paragraph{Lemma 2.} With $A_{LL}=U^\dagger AU$,
\begin{equation}
T_{\rm esc}=\tfrac12|p|\,U^\dagger A^{-1}U\,|p|,\qquad T_{\rm mod}=\tfrac12|p|\,A_{LL}^{-1}\,|p|,\qquad |p|\phi=A_{LL}^{-1}|p|\psi.
\end{equation}

\paragraph{Proof.} The first relation is (\ref{esc}) with $\mathbf p=U|p|$. For the others, $p_iAp_i=|p|A_{LL}|p|$, whose inverse is $|p|^{-1}A_{LL}^{-1}|p|^{-1}$. Multiplying by $p^2=|p||p|$ on both sides gives $2T_{\rm mod}$, and multiplying by $|p|$ on the left and $p^2$ on the right gives $|p|\phi$. The operator $A_{LL}\ge a_0U^\dagger U=a_0$ is invertible.

ESC thus contains the longitudinal block of the inverse of $A$, and SFMD contains the inverse of the longitudinal block.

\paragraph{Proof of (i).} For any bounded $X$ with $\|X\|\le w<1$, multiplication by $1+X$ confirms
\begin{equation}
(1+X)^{-1}=1-X+X^2-X^3(1+X)^{-1},\qquad\|X^3(1+X)^{-1}\|\le\frac{w^3}{1-w}.
\end{equation}
This applies to $X=W$ and to $X=W_{LL}=U^\dagger WU$, whose norm is at most $\|W\|=w$ because $U$ preserves norms. Since $A_{LL}=1+W_{LL}$,
\begin{align}
U^\dagger A^{-1}U&=1-W_{LL}+U^\dagger W^2U-\rho_1,\\
A_{LL}^{-1}&=1-W_{LL}+U^\dagger W\,UU^\dagger\,WU-\rho_2,
\end{align}
with $\|\rho_1\|,\|\rho_2\|\le w^3/(1-w)$. The first two terms cancel in the difference, which is the agreement through $c^{-2}$: both operators begin as $T-\tfrac12p_iWp_i$. The quadratic terms differ by $U^\dagger W(1-UU^\dagger)WU=U^\dagger WP_\perp WU$. Hence
\begin{equation}
D=\tfrac12\,p_iW(P_\perp)_{ij}Wp_j+R,\qquad R=\tfrac12|p|(\rho_2-\rho_1)|p|.
\end{equation}
The bound on $R$ follows from $\tfrac12\|\rho_2-\rho_1\|\le w^3/(1-w)$ and $\||p|\psi\|^2=\langle\psi|p^2|\psi\rangle$. The constant $E$ drops out because $P_\perp W\mathbf p=(E\,P_\perp\mathbf p-P_\perp V\mathbf p)/2c^2=-P_\perp V\mathbf p/2c^2$. Using $P_\perp=P_\perp^2$, this factor and its adjoint give $\tfrac12(2c^2)^{-2}=1/8c^4$ with a positive sign.

\paragraph{Lemma 3.} Let $A_{TL}=P_\perp AU$, $A_{LT}=A_{TL}^\dagger$, let $A_{TT}$ be $P_\perp AP_\perp$ restricted to transverse fields, and let $C=A_{LT}A_{TT}^{-1}A_{TL}$. Then $U^\dagger A^{-1}U=S^{-1}$ with $S=A_{LL}-C$.

\paragraph{Proof.} On transverse fields $A_{TT}\ge a_0$, so it is invertible and $C\ge0$. For a scalar function $a$ let $\mathbf F=A^{-1}Ua$, split as $\mathbf F=Ux+\mathbf t$ with $x=U^\dagger\mathbf F$ and $\mathbf t=P_\perp\mathbf F$. The equation $A\mathbf F=Ua$ is projected with $U^\dagger$ and with $P_\perp$:
\begin{equation}
A_{LL}x+A_{LT}\mathbf t=a,\qquad A_{TL}x+A_{TT}\mathbf t=0.
\end{equation}
The second gives $\mathbf t=-A_{TT}^{-1}A_{TL}x$, and the first then reads $Sx=a$ with $x=U^\dagger A^{-1}Ua$. The operator $U^\dagger A^{-1}U\ge1/\|A\|$ is positive and invertible, so $S$ is its inverse and is positive.

\paragraph{Proof of (ii).} From $A_{LL}-S=C$ follow $S^{-1}-A_{LL}^{-1}=S^{-1}CA_{LL}^{-1}$ and $S^{-1}=A_{LL}^{-1}+A_{LL}^{-1}CS^{-1}$. Substituting the second into the right side of the first gives
\begin{equation}
S^{-1}-A_{LL}^{-1}=A_{LL}^{-1}\big[C+CS^{-1}C\big]A_{LL}^{-1}.
\end{equation}
By Lemma 2, with $y=|p|\phi=A_{LL}^{-1}|p|\psi$,
\begin{equation}
\langle\psi|D|\psi\rangle=\tfrac12\langle A_{TL}y|A_{TT}^{-1}|A_{TL}y\rangle+\tfrac12\langle Cy|S^{-1}|Cy\rangle\ge0.\label{exact}
\end{equation}
If $A_{TL}y=0$ then $Cy=0$, and $D\psi=\tfrac12|p|S^{-1}Cy=0$. Conversely $D\psi=0$ makes both non-negative terms of (\ref{exact}) vanish, and $A_{TT}^{-1}>0$ forces $A_{TL}y=0$. Finally $A_{TL}y=P_\perp A\,\mathbf p\phi=-P_\perp V\mathbf p\phi/2c^2$, because the constant part $1+E/2c^2$ of $A$ leaves a gradient, which $P_\perp$ removes.

The first term of (\ref{exact}) reduces to $\langle\psi|\Delta|\psi\rangle$ when $A_{TT}\to1$ and $\phi\to\psi$. The second term contains four factors $A_{TL}$ and is of order $c^{-8}$.

\paragraph{Proof of (iii).} For a vector amplitude $\mathbf F(\mathbf k)$, $|\mathbf k\times\mathbf F|^2=k^2|\mathbf F|^2-|\mathbf k\cdot\mathbf F|^2$. Dividing by $k^2$ and integrating gives $\langle\mathbf F|P_\perp|\mathbf F\rangle=\langle\mathbf p\times\mathbf F|p^{-2}|\mathbf p\times\mathbf F\rangle$. With $\mathbf F=V\mathbf p\psi$, $(\mathbf p\times\mathbf F)_k=\epsilon_{kij}p_iVp_j\psi=B_k\psi$. Two Hermitian forms with equal diagonal values are equal, which proves the first statement. For the second, $p_iV=Vp_i-i\,\partial_iV$, and $\epsilon_{kij}Vp_ip_j=0$ by symmetry, so $B_k=-i\epsilon_{kij}(\partial_iV)p_j$.

The condition in (ii) can now be read locally. It holds if and only if $\mathbf B\phi=0$, that is $\nabla V\times\nabla\phi=0$ everywhere.

\paragraph{Proof of (iv).} Let $\lambda_{\rm esc}(E')$ and $\lambda_{\rm mod}(E')$ be the $n$th min-max values of $V+T_{\rm esc}(E')$ and $V+T_{\rm mod}(E')$ at a fixed parameter $E'$. The levels are the roots of $\lambda(E')=E'$. Raising $E'$ adds a positive constant to $A$ and to $A_{LL}$, which lowers $A^{-1}$ and $A_{LL}^{-1}$, so both $\lambda$ are non-increasing and $\lambda(E')-E'$ is strictly decreasing. By (ii), $\lambda_{\rm esc}\ge\lambda_{\rm mod}$ at every $E'$. At $E'=E_{\rm mod}$ this gives $\lambda_{\rm esc}(E_{\rm mod})-E_{\rm mod}\ge0$, so the root $E_{\rm esc}$ cannot lie below $E_{\rm mod}$.

For the size, let $\delta E=E_{\rm esc}-E_{\rm mod}$ and write
\begin{equation}
\delta E=[\lambda_{\rm esc}(E_{\rm esc})-\lambda_{\rm mod}(E_{\rm esc})]+[\lambda_{\rm mod}(E_{\rm esc})-\lambda_{\rm mod}(E_{\rm mod})].
\end{equation}
The first bracket is the shift caused by the perturbation $D=O(c^{-4})$. It equals $\langle\psi|D|\psi\rangle+O(c^{-8})$, where $\psi$ is the normalized eigenvector of $V+T_{\rm mod}$, and $\psi=\psi_0+O(c^{-2})$ because $T_{\rm mod}=T+O(c^{-2})$ and the level is isolated. With (i) the bracket is $\langle\psi_0|\Delta|\psi_0\rangle+O(c^{-6})$. The second bracket is $\lambda'\,\delta E$ at an intermediate point, with
\begin{equation}
\lambda'=\langle\psi|\partial_ET_{\rm mod}|\psi\rangle=-\frac{1}{4c^2}\langle\psi||p|A_{LL}^{-2}|p||\psi\rangle=O(c^{-2}),
\end{equation}
since $\partial_EA_{LL}=1/2c^2$. Thus $\delta E\,(1-\lambda')=\langle\psi_0|\Delta|\psi_0\rangle+O(c^{-6})$, which is (\ref{shift}). For a degenerate level the shifts are the diagonal elements of $\Delta$ in the basis that diagonalizes the common $c^{-2}$ perturbation, provided that perturbation lifts the degeneracy within the symmetry class. The off-diagonal elements, of order $c^{-4}$, are then divided by splittings of order $c^{-2}$ and change the levels only at order $c^{-6}$.

\subsection{Remarks}

\paragraph{Remark 1: the term is a squared spin--orbit operator.} Let $X=\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p=b+i\sigma_kB_k$ with $b=p_iVp_i$. Taking the adjoint of $\epsilon_{kij}p_iVp_j$ exchanges $i$ and $j$, so $B_k^\dagger=-B_k$ and $iB_k$ is Hermitian. The product $Xp^{-2}X$ is the $V^2$ part of the second-order term of the modified Dirac equation with spin. It can be evaluated in two ways. First, the inner factor is $\boldsymbol\sigma\cdot\mathbf p\,p^{-2}\,\boldsymbol\sigma\cdot\mathbf p=1$, so $Xp^{-2}X=\boldsymbol\sigma\cdot\mathbf p\,V^2\,\boldsymbol\sigma\cdot\mathbf p$, with spin average $p_iV^2p_i$. Second, multiplying out and using $\tfrac12\mathrm{tr}\,\sigma_k=0$ and $\tfrac12\mathrm{tr}\,\sigma_k\sigma_l=\delta_{kl}$ gives $b\,p^{-2}b-B_kp^{-2}B_k$. Therefore
\begin{equation}
p_iV^2p_i-b\,p^{-2}b=B_k^\dagger\,p^{-2}B_k .
\end{equation}
The left side is $p_iV(P_\perp)_{ij}Vp_j$, which proves (iii) again. A product of two spin--orbit factors contains a spin-free piece through the $\delta_{kl}$ of the Pauli identity. SFMD removes each factor before the product is formed and loses this piece, while ESC keeps it.

\paragraph{Remark 2: momentum representation.} In a plane-wave basis with matrix elements $V_{\mathbf k\mathbf q}$,
\begin{equation}
\langle\mathbf k|\Delta|\mathbf k\rangle=\frac{1}{8c^4}\sum_{\mathbf q}|V_{\mathbf k\mathbf q}|^2\Big[k^2-\frac{(\mathbf k\cdot\mathbf q)^2}{q^2}\Big]=\frac{k^2}{8c^4}\sum_{\mathbf q}|V_{\mathbf k\mathbf q}|^2\sin^2\theta_{\mathbf k\mathbf q},
\end{equation}
where $\theta_{\mathbf k\mathbf q}$ is the angle between $\mathbf k$ and $\mathbf q$. The term weights scattering that turns the momentum, and forward or backward scattering contributes nothing to it.

\paragraph{Remark 3: cases of coincidence.} For constant $V$, $\nabla V=0$ and $D=0$ at every $c$. If $V$ depends on $x$ alone, the operators in (\ref{mod}) conserve $p_y$ and $p_z$. For $\psi=\psi(x)$ the function $\phi$ then depends on $x$ alone, $\nabla V\times\nabla\phi=0$, and $D\psi=0$. For states of the same potential with $p_y\neq0$ the cross product contains $V'(x)\,\partial_y\phi$, which is nonzero where $V'\phi\ne0$, so $D\psi\neq0$ unless $\phi$ vanishes wherever $V'$ does not.

\paragraph{Remark 4: what is compared.} $D(E)$ is a difference of energy-dependent operators acting on the same large component at the same $E$. It is not a difference of energy-independent decoupled Hamiltonians. The statement that is independent of representation is the level shift (\ref{shift}).

\paragraph{Remark 5: where the proofs fail.} If $A$ changes sign, $A_{TT}$ and $S$ need not be positive or invertible, and (ii) and the ordering in (iv) lose their proof. With a magnetic field the components of the kinetic momentum do not commute, $B_k[1]\neq0$, and Definition 2 already contains a spin term in $T$, so the comparison must be set up anew. For an attractive point nucleus $A=1+E/2c^2+Z/2c^2r$ stays positive for $E>-2c^2$, but $w$ is infinite, so the bound on $R$ in (\ref{main}) is void and the order of the remainder has to be found separately.

\section{Central fields, the Coulomb case and a worked example}

This part uses the following from the first. In atomic units, with $W=(E-V)/2c^2$, $A=1+W$ and $K=1/2A$, the ESC levels solve $[V+p_iKp_i]\psi=E\psi$, and the SFMD levels solve $T\phi=(E-V)\psi$ together with $p_iAp_i\phi=p^2\psi$. The kinetic operators differ by $D\ge0$, and $D\psi=0$ when $\nabla V\times\nabla\phi=0$. The leading part of $D$ is $\Delta=(8c^4)^{-1}B_k^\dagger p^{-2}B_k$ with $\mathbf B=-i\nabla V\times\mathbf p$, and $\delta E=E_{\rm esc}-E_{\rm mod}=\langle\psi_0|\Delta|\psi_0\rangle$ at order $c^{-4}$, where $\psi_0$ is the nonrelativistic state.

For bounded $V$ and positive $A$, we have shown that the ESC levels never lie below the SFMD levels and that their leading difference is the expectation value of $\Delta$, of order $c^{-4}$. It remains to evaluate this shift in central fields, to find the remainder for a point nucleus, and to compare both equations with the Dirac levels in a worked example.
